# Feed-gas dissociation in well-mixed and plug-flow reactors of equal residence time

## Problem

Nitrous oxide, an oxidant feed for the plasma deposition of silicon dioxide, enters a plasma as 10% of a mixture with argon. Electrons destroy it irreversibly at the rate $\nu n$ per unit volume, where $n$ is its density and $\nu=k_d n_e$. Here $k_d$ is the rate coefficient for dissociation by electron impact and $n_e$ is the electron density.

Two steady reactors are compared. In the well-mixed reactor the composition is the same everywhere. In the plug-flow reactor, a tube of length $L$, the gas moves as a train of thin slices that do not mix with one another. Both have the same volume $V$, volumetric flow $Q$, inlet density $n_0$ and frequency $\nu$. The total gas density is constant, so $Q$ is the same at inlet and outlet. The mean residence time is $\tau=V/Q$ in both.

Find the conversion $X=1-n_{\rm out}/n_0$ of each reactor, and decide whether one of them is better for every value of $\nu\tau$. Evaluate the result for 1 Torr, 400 K, $k_d=1\times10^{-9}$ cm³/s, $n_e=2\times10^{10}$ cm⁻³, $\tau=0.1$ s, and a tube of radius $R=2$ cm and length 30 cm.

## A tempting solution

A molecule exposed to the plasma for a time $t$ survives with probability $e^{-\nu t}$. In both reactors the molecules are exposed for the time $\tau$ on average. The surviving fraction should therefore be $e^{-\nu\tau}$ in both. With $\nu=10^{-9}\times2\times10^{10}=20$ s⁻¹ we have $\nu\tau=2$, and both reactors should convert $1-e^{-2}=0.86$ of the feed.

## Where it fails

The first two sentences are correct. The third replaces the average of an exponential by the exponential of the average. That is allowed if every molecule stays for the same time, as in plug flow, but not in a mixed vessel, where some of the entering gas leaves almost at once and some stays much longer than $\tau$.

To find these times, mark the gas present at $t=0$ with an inert tracer of density $m$. Fresh gas carries none, and gas leaves at the vessel's own composition, so
$$V\frac{dm}{dt}=-Qm,\qquad m=m(0)\,e^{-t/\tau}.$$
Because the vessel is mixed, newly arrived molecules are as likely to leave as any others. The probability of still being inside after a time $t$ is thus $e^{-t/\tau}$, and the exit times have the probability density
$$E(t)=-\frac{d}{dt}e^{-t/\tau}=\frac{1}{\tau}e^{-t/\tau}.$$
Their mean is $\int_0^\infty tE\,dt=\tau$, so the two reactors do have equal mean residence times. The surviving fraction, however, is
$$\int_0^\infty e^{-\nu t}\,\frac{e^{-t/\tau}}{\tau}\,dt=\frac{1}{\tau}\,\frac{1}{\nu+1/\tau}=\frac{1}{1+\nu\tau}.$$
For $\nu\tau=2$ this is 0.33, not 0.14.

The direction of the error is general. Since $e^{y}\ge1+y$, with equality only at $y=0$,
$$e^{-\nu t}=e^{-\nu\tau}e^{-\nu(t-\tau)}\ge e^{-\nu\tau}\left[1-\nu(t-\tau)\right].$$
Averaged over any distribution of exit times with mean $\tau$, the bracket becomes 1. The surviving fraction is therefore at least $e^{-\nu\tau}$. Long stays cannot make up for short ones, because a molecule that stays long has usually been destroyed already and its extra time is wasted. As written, this argument takes $\nu$ to be the same constant along every molecule's path. If $\nu$ varies, the same inequality applies to the integral of $\nu$ over each molecule's stay, and $\nu\tau$ is replaced by the mean of that integral.

## Solution from the particle balances

Write $D=\nu\tau$, the mean number of dissociation events that a molecule would suffer in the time $\tau$ if it could be destroyed repeatedly.

**Well-mixed reactor.** The inflow of feed molecules equals the outflow plus the destruction. The outlet density is the density $n$ inside:
$$Qn_0=Qn+\nu Vn.$$
Division by $Q$ gives $n_0=n(1+D)$, hence
$$X_{\rm mixed}=1-\frac{1}{1+D}=\frac{D}{1+D}.$$

**Plug-flow reactor.** Let $z$ be the distance from the inlet. The gas speed is $u=L/\tau$, constant because the density is constant. For a slice of thickness $dz$, the difference between the molecular fluxes in and out equals the destruction inside:
$$un(z)-un(z+dz)=\nu n\,dz\quad\Rightarrow\quad u\frac{dn}{dz}=-\nu n.$$
Integration from $0$ to $L$ gives $\ln(n_{\rm out}/n_0)=-\nu L/u=-D$, hence
$$X_{\rm plug}=1-e^{-D}.$$

If $n_e$ varies along the tube, $\nu L$ is replaced by $\int_0^L\nu\,dz$. In the mixed vessel $n$ is uniform and can be taken out of the volume integral of $\nu n$. In both cases $\nu$ is replaced by its volume average, so the comparison requires equal averages, not equal profiles.

**Comparison.** Subtract and use a common denominator:
$$X_{\rm plug}-X_{\rm mixed}=\frac{1}{1+D}-e^{-D}=\frac{e^{D}-1-D}{(1+D)\,e^{D}}.$$
The denominator is positive. The numerator is
$$e^{D}-1-D=\int_0^D\left(e^{s}-1\right)ds,$$
and the integrand is positive for $s>0$. Plug flow therefore gives the larger conversion for every finite $D>0$, under the stated conditions.

**The same result without exponentials.** In either reactor the number of molecules destroyed per second is $\nu V\langle n\rangle$, where $\langle n\rangle$ is the volume average. Division by the feed rate $Qn_0$ gives
$$X=D\,\frac{\langle n\rangle}{n_0}.$$
Suppose that plug flow converted no more than the mixed reactor. Its outlet density would then be at least as high as the density in the mixed vessel. Upstream of the outlet the density in the tube is higher still, so $\langle n\rangle$ would be larger in the tube, and by the last equation so would the conversion. This contradicts the supposition. The mixed reactor is at a disadvantage because its whole volume works at the depleted outlet density, whereas everywhere upstream of its outlet the tube works on gas richer than the gas it releases.

## How large the advantage is

For small $D$, $1/(1+D)=1-D+D^2-\dots$ and $e^{-D}=1-D+D^2/2-\dots$, so the difference is $D^2/2$ to leading order. Both conversions are then close to $D$: little gas is consumed, and the density is nearly uniform even in the tube. For large $D$ both conversions approach 1 and the difference vanishes again.

The slope of the difference is $e^{-D}-(1+D)^{-2}$. It is zero where $e^{D}=(1+D)^2$, that is, where $h(D)=D-2\ln(1+D)=0$. Since $h(0)=0$ and $h'=(D-1)/(D+1)$, $h$ first falls and then rises, so it has one positive zero. The slope is positive before it and negative after it. The zero lies at $D=2.51$, where the difference reaches its maximum of 0.204.

## The numbers

The total gas density is $p/k_BT=2.41\times10^{16}$ cm⁻³, of which the nitrous oxide is a tenth, $n_0=2.41\times10^{15}$ cm⁻³. The tube volume is $\pi R^2L=377$ cm³, so $Q=377/0.1=3770$ cm³/s, which corresponds to a total feed of 203 sccm. With $D=2$,
$$X_{\rm mixed}=\frac{2}{3}=0.667,\qquad X_{\rm plug}=1-e^{-2}=0.865.$$
The value 0.86 of the tempting solution is right for the tube alone. The mean densities are $0.333\,n_0$ and $0.432\,n_0$, and multiplication by $D=2$ returns the two conversions. The mixed reactor destroys $6.1\times10^{18}$ molecules per second and the tube $7.9\times10^{18}$. The outlet densities differ more strongly, $8.0\times10^{14}$ against $3.3\times10^{14}$ cm⁻³, a factor of about 2.5.

How long must each reactor hold the gas to match the other? Plug flow reaches $X_{\rm mixed}$ when $e^{-\nu t}=1/(1+D)$:
$$t=\frac{\ln(1+D)}{\nu}=\frac{\ln 3}{20\ {\rm s^{-1}}}=55\ {\rm ms}.$$
The mixed reactor reaches $X_{\rm plug}$ when $1+\nu t=e^{D}$, so $t=(e^2-1)/\nu=0.32$ s, more than three times the given $\tau$.

The first of these times also shows when the conclusion fails. The tube loses its advantage if its own value of $\nu\tau$ is lower than that of the mixed vessel by the factor
$$\frac{D}{\ln(1+D)}=\frac{2}{1.099}=1.82.$$
A lower electron density can do this. So can hotter gas in the tube, because at fixed feed and pressure it is thinner and passes through faster. With $\nu$ unchanged, however, the tube would have to be at about 730 K while the mixed vessel stays at 400 K. Equal $\nu$ and equal gas density are therefore real conditions of the result.

## When a tube is not plug flow

Diffusion along the tube mixes the slices. Let $x=z/L$, $c=n/n_0$ and ${\rm Pe}=uL/D_{\rm eff}$, where $D_{\rm eff}$ is the axial dispersion coefficient. The balance of a slice, now with a diffusive flux, is
$$\frac{1}{\rm Pe}c''-c'-Dc=0,\qquad c-\frac{c'}{\rm Pe}=1\ (x=0),\qquad c'=0\ (x=1).$$
The end conditions state that the total flux entering is the feed and that nothing diffuses back through the outlet. The trial solution $e^{rx}$ gives $r^2-{\rm Pe}\,r-{\rm Pe}\,D=0$, with roots
$$r_\pm=\frac{\rm Pe}{2}\left(1\pm\sqrt{1+4D/{\rm Pe}}\right).$$
Put $c=Ae^{r_+x}+Be^{r_-x}$. Because $r_++r_-={\rm Pe}$, we have $1-r_\pm/{\rm Pe}=r_\mp/{\rm Pe}$, and the inlet condition becomes $Ar_-+Br_+={\rm Pe}$. The outlet condition gives $Ae^{r_+}=-Be^{r_-}r_-/r_+$. Elimination of $A$ yields
$$B=\frac{{\rm Pe}\,r_+}{r_+^2-r_-^2e^{r_--r_+}},\qquad c(1)=Be^{r_-}\left(1-\frac{r_-}{r_+}\right)=\frac{{\rm Pe}\,(r_+-r_-)\,e^{r_-}}{r_+^2-r_-^2e^{r_--r_+}}.$$

For ${\rm Pe}\to\infty$, $r_-\to-D$ and $r_+/{\rm Pe}\to1$, so $c(1)\to e^{-D}$, which is plug flow. For ${\rm Pe}\to0$, set $q=\sqrt{D\,{\rm Pe}}$, so that $r_\pm\approx\pm q$ and $r_+-r_-\approx2q$. The numerator tends to $2q\,{\rm Pe}$. In the denominator, $r_+^2-r_-^2={\rm Pe}(r_+-r_-)\approx2q\,{\rm Pe}$, and the expansion of the exponential adds $2q\,r_-^2\approx2q\,D\,{\rm Pe}$. Hence $c(1)\to1/(1+D)$, which is the mixed reactor. The two ideal reactors are the two limits of one tube.

At 1 Torr the gas diffusion coefficient is roughly $D_g=200$ cm²/s. The parabolic velocity profile adds spreading, for which the standard Taylor result is $u^2R^2/(48D_g)$. Added to $D_g$, with $u=300$ cm/s, this gives $D_{\rm eff}\approx240$ cm²/s and ${\rm Pe}=38$. The conversion is 0.851, close to the plug-flow value. The Taylor result requires fast mixing across the tube. The slowest axially symmetric variation across the tube decays at the rate $3.83^2D_g/R^2=734$ s⁻¹, well above both $\nu=20$ s⁻¹ and $1/\tau=10$ s⁻¹.

The mixed reactor is an idealization at this pressure too. Take a cylinder of the same volume that is as long as it is wide, 7.8 cm, with the gas flowing evenly from one end to the other. If diffusion alone mixes it, ${\rm Pe}=3.1$ and the conversion is 0.77. The value 0.667 therefore requires stirring, for instance by inlet jets, or a much shorter flow path.

Now lower the pressure to 0.02 Torr while holding $\nu$, $\tau$ and the temperature fixed. The diffusion coefficient rises fifty-fold, ${\rm Pe}$ falls to 0.90, and the conversion is 0.717. Only a quarter of the plug-flow advantage remains. In a real discharge $\nu$ would change with pressure too, and the pressure drop along the tube would no longer be a small part of the pressure. Both effects are left out here to isolate that of diffusion. Collisions with the wall are left out too, although the mean free path, roughly 0.4 cm, is now a noticeable fraction of the radius. They would slow the diffusion somewhat and raise the conversion slightly, by less than 0.01.

## Comparison with a real reactor

The values of $k_d$, $n_e$ and $D_g$ are rough, and a deposition reactor also contains a silicon source and need not be a tube. The table gives the effect of other neglected processes, each taken alone.

| Change to the model | Mixed | Plug |
|---|---|---|
| none | 0.667 | 0.865 |
| gas expands, N₂O → N₂ + O | 0.652 | 0.850 |
| gas 50 K hotter in both | 0.640 | 0.831 |
| argon metastables | 0.727 | 0.942 |
| excited oxygen, $\nu$ doubled | 0.800 | 0.982 |

The expansion row holds the pressure, temperature, volume and inlet flow fixed, and in it $X$ means the fraction of the entering N₂O molecules that is destroyed. This no longer equals $1-n_{\rm out}/n_0$, which would read 0.674 and 0.861, because the products dilute the gas. The flow then grows as $Q(1+0.1X)$, so the residence times are no longer strictly equal. The metastable row assumes a rough excitation coefficient of $10^{-11}$ cm³/s and that every metastable atom destroys one N₂O molecule. This adds a loss independent of $n$, equal to $0.18\,n_0$ during $\tau$. The row is sensitive to the coefficient: in this estimate a value 1.7 times larger would exhaust the feed in the tube, and a value six times larger would exhaust it in both reactors and leave no difference between them. The coefficient rises steeply with electron temperature. The value used belongs to an electron temperature below about 2 eV, and values several times larger are common in discharges, so this channel may well rival or exceed direct dissociation. The last row assumes that every dissociation yields an excited oxygen atom that destroys one further molecule, so it is an upper estimate of that effect. The pressure drop along the tube is about 0.4% of the pressure.

With the coefficients chosen here, the chemistry moves the destroyed fractions by up to about 0.13, comparable with the difference between the reactors. It moves both in the same direction, and plug flow stays ahead in every row. This size is not a bound: a larger metastable coefficient would shift the values further and could remove the difference. The assumption of equal $n_e$ is left untested. Nitrous oxide can capture electrons, so two reactors with different gas compositions need not sustain the same electron density at equal power. Re-formation of N₂O is also left out. The full set of values is in the numerical output.

## Table of computed values

```
pressure 1.00 Torr, gas 400 K
N2O fraction of feed: 0.10
tube radius 2.0 cm, length 30.0 cm
k_d = 1.0e-09 cm3/s, n_e = 2.0e+10 cm-3
residence time tau = 0.100 s
total gas density = 2.414e+16 cm-3
N2O inlet density = 2.414e+15 cm-3
volume = 377.0 cm3
volumetric flow = 3770 cm3/s
total feed flow = 203.2 sccm (0 C, 1 atm)
gas speed = 300 cm/s
nu = 20.00 1/s, D = 2.000
mixed: conversion = 0.6667
plug:  conversion = 0.8647
difference = 0.1980
mixed: outlet N2O = 8.047e+14 cm-3
plug:  outlet N2O = 3.267e+14 cm-3
mixed: N2O destroyed = 6.067e+18 1/s
plug:  N2O destroyed = 7.869e+18 1/s
mixed: mean density / inlet = 0.3333
plug:  mean density / inlet = 0.4323
mixed: mean exit age = 0.1000 s
plug time to match mixed = 54.9 ms
mixed time to match plug = 319.5 ms
break-even factor D/ln(1+D) = 1.820
largest difference = 0.2036 at D = 2.5129
diffusion coefficient, 1 Torr = 200 cm2/s
with Taylor dispersion = 237.5 cm2/s
Pe at 1 Torr = 37.9, conversion = 0.8514
low pressure = 0.02 Torr
diffusion there = 10000 cm2/s
Pe there = 0.90, conversion = 0.7166
radial mixing rate, 1 Torr = 734 1/s
expansion: mixed 0.6525, plug 0.8497
gas 50 K hotter: D = 1.778
  mixed 0.6400, plug 0.8310
argon excitation coefficient = 1.0e-11 cm3/s
metastable loss / inlet density in tau = 0.180
  mixed 0.7267, plug 0.9425
excited O, nu doubled: D = 4.000
  mixed 0.8000, plug 0.9817
viscosity = 3.0e-04 g/(cm s)
pressure drop / pressure = 0.41 percent
```
